# The Stability Bound on the Linear Magnetoelectric Coefficient, part 1

(Sections cited here and not found follow in the second part.)

## 1. From stability to the bound

### What an unrestricted coefficient would allow

In a linear magnetoelectric an electric field induces magnetization, and a magnetic field induces polarization. The effect enters the constitutive relations as one more coefficient, and nothing in their linear form limits its size. Suppose that a designer asks how much magnetization a gate voltage could produce, and inserts a larger and larger coefficient. Every answer looks acceptable, since it is finite and proportional to the voltage. Beyond a certain value, however, the assumed medium has less free energy with certain combinations of electric and magnetic fields present than without any field. It would build up polarization and magnetization without being driven, and would deliver work while doing so. A medium that is stable while its sources hold the fields cannot have such coefficients, and an estimate that assumes them for a device operated in this way is void.

The limit follows from the stability of equilibrium alone, whatever the microscopic origin of the coupling.

### Constitutive relations and what is held fixed

Consider a homogeneous insulator in static internal fields $\mathbf E$ and $\mathbf H$. In SI units its linear response is

$$D_i=\sum_j\left(\varepsilon_{ij}E_j+\alpha_{ij}H_j\right),\tag{1}$$

$$B_j=\sum_i\alpha_{ij}E_i+\sum_k\mu_{jk}H_k .\tag{2}$$

Here $\varepsilon_{ij}$ and $\mu_{jk}$ are the full permittivity and permeability, including the vacuum parts $\varepsilon_0$ and $\mu_0$. The permittivity is measured at constant $\mathbf H$ and the permeability at constant $\mathbf E$. The coefficient $\alpha_{ij}$ has the unit of $D/H$, which is $(\mathrm{C/m^2})/(\mathrm{A/m})=\mathrm{s/m}$. Equation (2) uses the same $\alpha_{ij}$ as equation (1), which is justified below. Any spontaneous polarization or magnetization has been subtracted, so that $\mathbf D$ and $\mathbf B$ denote changes from their zero-field values.

All coefficients refer to one temperature and one mechanical condition, either constant strain or constant stress. At constant stress, the free energy used below includes the potential energy of the mechanical load. The response is reversible: the fields are too small to switch domains.

It is convenient to collect the six field components and the six flux components,

$$x=\begin{pmatrix}\mathbf E\\ \mathbf H\end{pmatrix},\qquad
y=\begin{pmatrix}\mathbf D\\ \mathbf B\end{pmatrix},\qquad
y=Mx,\qquad
M=\begin{pmatrix}\varepsilon&\alpha\\ \alpha^{T}&\mu\end{pmatrix}.\tag{3}$$

### Work and the quadratic free energy

The electrical work follows from a capacitor of plate area $S$ and spacing $d$ filled with the medium. The voltage is $Ed$ and the free charge is $DS$. Moving a charge $S\,dD$ through the source costs $(Ed)(S\,dD)$, or $E\,dD$ per unit volume.

For the magnetic work, take a closed ring of length $\ell$ and cross-section $S$, wound with $N$ turns carrying current $I$. Then $H=NI/\ell$. A change $dB$ induces a voltage against which the source does the work $I\,N S\,dB=\ell S\,H\,dB$, or $H\,dB$ per unit volume. With all components present, the reversible isothermal work per volume is

$$dF=\mathbf E\cdot d\mathbf D+\mathbf H\cdot d\mathbf B=x^{T}dy .\tag{4}$$

$F$ is the Helmholtz free energy density, with the energy of the fields inside the body included. Since $F$ is a function of state, $x_a=\partial F/\partial y_a$, and its mixed second derivatives do not depend on their order:

$$K_{ab}=\frac{\partial^2F}{\partial y_a\partial y_b}=\frac{\partial x_a}{\partial y_b}=\frac{\partial x_b}{\partial y_a}=K_{ba}.\tag{5}$$

For linear response $K$ is constant. Integrating $x=Ky$ from $y=0$ gives

$$F(y)=F_0+\tfrac12\,y^{T}Ky .\tag{6}$$

There is no linear term, because the fields vanish at $y=0$. When $K$ has an inverse, $M=K^{-1}$, and the inverse of a symmetric matrix is symmetric. The two off-diagonal blocks of $M$ are therefore transposes of each other:

$$\frac{\partial D_i}{\partial H_j}=\frac{\partial B_j}{\partial E_i}=\alpha_{ij}.\tag{7}$$

This Maxwell relation justifies the use of one coefficient in (1) and (2). Without it, a closed cycle in the fields could deliver net work at a single temperature.

### The condition of stability

Let the sources hold the fields at fixed values $x_0$ while a reservoir holds the temperature $T$. In a spontaneous change the body takes up heat $Q$ and receives work $W$ per volume. The first law gives $\Delta U=Q+W$, and the second law gives $\Delta S\ge Q/T$ for the entropy density. Hence

$$\Delta F=\Delta U-T\Delta S\le W=x_0^{T}\Delta y .\tag{8}$$

Define the availability

$$A(y)=F(y)-x_0^{T}y .\tag{9}$$

Equation (8) then reads $\Delta A\le0$: a spontaneous change cannot raise $A$. A state is stable if every departure from it raises $A$, because no departure can then occur spontaneously.

Let $y_0$ be the equilibrium state, so that $Ky_0=x_0$, and let $\delta$ be a departure. From (6) and (9),

$$\begin{aligned}
A(y_0+\delta)-A(y_0)
&=\tfrac12(y_0+\delta)^TK(y_0+\delta)-\tfrac12y_0^TKy_0-x_0^T\delta\\
&=y_0^TK\delta+\tfrac12\delta^TK\delta-x_0^T\delta\\
&=\tfrac12\,\delta^TK\delta .
\end{aligned}\tag{10}$$

The linear terms cancel because $K$ is symmetric and $Ky_0=x_0$. Stability therefore requires

$$\delta^TK\delta>0\quad\text{for every }\delta\neq0,\tag{11}$$

which means that $K$ is positive definite. It then has an inverse, as assumed above. The condition does not contain $x_0$: a linear medium that is stable at one setting of the sources is stable at all of them.

### Passing from the fluxes to the fields

The measured coefficients form $M$, not $K$. For any $x\neq0$ put $y=Mx$, which is also nonzero, and use $x=Ky$:

$$x^{T}Mx=x^{T}y=y^{T}Ky>0 .\tag{12}$$

So $M$ is positive definite as well. By (6), half of this quantity is the stored free energy, now expressed through the fields:

$$F-F_0=\tfrac12x^TMx .\tag{13}$$

The sign needs care if one starts from the potential whose natural variables are the fields,

$$G(\mathbf E,\mathbf H)=F-x^{T}y=F_0-\tfrac12x^TMx .\tag{14}$$

Since $M$ is positive definite, $G$ is concave in the fields. It has a maximum at $x=0$, and this is consistent with stability. The minimum principle concerns quantities that the body can adjust while the sources hold the fields. Here these are $\mathbf D$ and $\mathbf B$. Demanding a minimum of $G$ with respect to $\mathbf E$ and $\mathbf H$ would reverse the correct condition and require a negative permittivity.

### The bound for one pair of axes

Choose one electric axis $i$ and one magnetic axis $j$, which may be the same direction in space. Let $E_i=E$ and $H_j=H$, and set the other four field components to zero. The corresponding fluxes need not vanish. Inequality (12) becomes

$$\varepsilon_{ii}E^2+2\alpha_{ij}EH+\mu_{jj}H^2>0\tag{15}$$

for every $(E,H)\neq(0,0)$. The factor 2 comes from the two equal off-diagonal blocks. Setting $H=0$ gives $\varepsilon_{ii}>0$, and setting $E=0$ gives $\mu_{jj}>0$.

For a given $E\neq0$, the left side is smallest where its derivative with respect to $H$ vanishes, $2\alpha_{ij}E+2\mu_{jj}H=0$, or

$$H_*=-\frac{\alpha_{ij}}{\mu_{jj}}E .\tag{16}$$

This is a minimum because $\mu_{jj}>0$. Substitution in (15) gives

$$\varepsilon_{ii}E^2-\frac{2\alpha_{ij}^2}{\mu_{jj}}E^2+\frac{\alpha_{ij}^2}{\mu_{jj}}E^2
=\left(\varepsilon_{ii}-\frac{\alpha_{ij}^2}{\mu_{jj}}\right)E^2>0 .\tag{17}$$

Division by $E^2$ and multiplication by the positive $\mu_{jj}$ yield the result, with no sum over $i$ or $j$:

$$\boxed{\;\alpha_{ij}^2<\varepsilon_{ii}\,\mu_{jj}\;}\tag{18}$$

The inequality holds for all nine pairs and restricts the magnitude of $\alpha_{ij}$, not its sign. It also holds in every rotated frame, since the axes were arbitrary.

### What the minimum means

At the field (16), equation (2) gives $B_j=\alpha_{ij}E+\mu_{jj}H_*=0$. The least stored energy for a given $E$ is thus reached when the magnetic flux along $j$ is cancelled. In that state $D_i=\varepsilon_{ii}E+\alpha_{ij}H_*$, so that

$$D_i=\varepsilon^{B}_{ii}E,\qquad
\varepsilon^{B}_{ii}=\varepsilon_{ii}-\frac{\alpha_{ij}^2}{\mu_{jj}} .\tag{19}$$

This is the permittivity at constant $B_j$, with the other components of $\mathbf H$ held fixed. The bound states that it must be positive. If it were negative, the stored energy would be negative at this ratio of the fields. With both sources set to zero, $A=F$. Enlarging all the fluxes of this state in proportion, with $B_j=0$ throughout, would then lower $A$ as the square of the amplitude, without limit.

A numerical case shows the change of sign. Let $e=\sqrt{\varepsilon_0}E$ and $h=\sqrt{\mu_0}H$, and let $\varepsilon_r$ and $\mu_r$ be the relative coefficients. Since $\varepsilon_0\mu_0=1/c^2$, the stored energy density is $\tfrac12(\varepsilon_re^2+2c\alpha\,eh+\mu_rh^2)$. If $\alpha$ is a fraction $f$ of its limiting value, $c\alpha=f\sqrt{\varepsilon_r\mu_r}$, and the minimum over $h$ is $\tfrac12\varepsilon_r(1-f^2)e^2$. For $\varepsilon_r=12$, $\mu_r=1.001$ and $e=1$, a numerical search over $h$ gives 4.5000 at $f=0.5$, 0.1194 at $f=0.99$, and $-0.1206$ at $f=1.01$. These agree with the formula.

### Two ways of approaching the limit

It is tempting to picture the limit as a point where the medium becomes soft. That is one possibility, and a model with one electric and one magnetic component separates it from another. Write

$$K=\begin{pmatrix}a&-g\\-g&b\end{pmatrix},\qquad
M=K^{-1}=\frac1{ab-g^2}\begin{pmatrix}b&g\\g&a\end{pmatrix}.\tag{20}$$

Reading off $\varepsilon$, $\mu$ and $\alpha$ gives

$$\frac{\alpha^2}{\varepsilon\mu}=\frac{g^2}{ab}.\tag{21}$$

Suppose first that $a$ and $b$ stay fixed and positive while the coupling $g$ grows. As $g^2\to ab$ the ratio tends to one, and by (20) all three coefficients diverge. One combination of $D$ and $B$ then loses its restoring force. This is a magnetoelectric softening.

Suppose instead that $\varepsilon$ and $\mu$ are held finite while $\alpha^2$ is raised towards $\varepsilon\mu$. Inverting $M$ gives

$$a=\frac{\mu}{\varepsilon\mu-\alpha^2},\tag{22}$$

which is $1/\varepsilon^B$ and diverges. The medium becomes infinitely stiff against a change of $D$ at constant $B$, and beyond the limit the stiffness is negative. A medium of finite stiffness cannot be carried across the limit in this way.

### Where the argument does not apply

The bound concerns a state that is stable while the sources hold $\mathbf E$ and $\mathbf H$. Another constraint may stabilize a state that fails this condition. Take a layer of thickness $d_1$ and permittivity $\varepsilon_1<0$ in series with an ordinary capacitor layer $(d_2,\varepsilon_2)$. Both carry the same $D$, and for uniform changes the energy per area is $\tfrac12D^2(d_1/\varepsilon_1+d_2/\varepsilon_2)$. This can be positive although the first term is negative. The first layer alone does not satisfy (11), and (18) may not be applied to it.

The coefficients must also belong together. If the permittivity at constant $B$ is inserted by mistake, the inequality can fail in a stable medium. At $f=0.99$ above, $\varepsilon^B=\varepsilon(1-f^2)$ is about 2% of $\varepsilon$, so that $\alpha^2$ is far larger than $\varepsilon^B\mu$ although (18) holds. For the same reason, a coefficient $\alpha$ measured at constant stress should not be combined with a permittivity measured at constant strain.

Finally, the proof is static. It says nothing about response at finite frequency, or about the irreversible switching of domains.

## 2. The full tensor, a tighter bound, and a film

The first half considered the response $D=\varepsilon E+\alpha H$, $B=\alpha^TE+\mu H$, with fields $x=(\mathbf E,\mathbf H)$, fluxes $y=(\mathbf D,\mathbf B)$ and $y=Mx$. Stability with the sources holding $\mathbf E$ and $\mathbf H$ makes $M$ positive definite, equation (12). The stored free energy is $\tfrac12x^TMx$, and each pair of axes obeys $\alpha_{ij}^2<\varepsilon_{ii}\mu_{jj}$, equation (18).

### Nine inequalities are not sufficient

The pair bounds follow from stability, but they do not guarantee it, because several components can act together. Let $\varepsilon$ and $\mu$ be positive definite, as stability requires, and define

$$u=\varepsilon^{1/2}\mathbf E,\qquad v=\mu^{1/2}\mathbf H,\qquad
R=\varepsilon^{-1/2}\alpha\,\mu^{-1/2}.\tag{23}$$

Then $x^TMx=|u|^2+|v|^2+2u^TRv$. Let $\sigma$ be the largest singular value of $R$. The smallest value of $u^TRv$ for given lengths is $-\sigma|u||v|$, and it is reached for suitable directions. Therefore

$$x^TMx\ \ge\ |u|^2+|v|^2-2\sigma|u||v|=(|u|-|v|)^2+2(1-\sigma)|u||v| .\tag{24}$$

If $\sigma<1$, the right side is positive unless both vectors vanish. If $\sigma\ge1$, the choice $|u|=|v|$ with the least favourable directions makes it zero or negative. The complete condition is thus

$$\varepsilon>0,\qquad\mu>0,\qquad\sigma<1,\tag{25}$$

where the first two signs mean positive definiteness.

As a counterexample to sufficiency, use scaled units with $\varepsilon=\mu=1$ (unit matrices) and all nine $\alpha_{ij}=0.5$. Each pair satisfies $0.25<1$. For $\mathbf E=(1,1,1)$ and $\mathbf H=-(1,1,1)$, however, the stored energy is

$$\tfrac12\left(3+3-2\times0.5\times9\right)=-1.5 .\tag{26}$$

The medium is unstable, and correspondingly $\sigma=1.5$.

A wider test used 4000 symmetric matrices $M=1+0.45\,(N+N^T)/2$, where the entries of $N$ were independent normal random numbers of unit variance. Stability was judged from the eigenvalues of $K=M^{-1}$. All 1083 stable samples obeyed the nine bounds, and the largest ratio $\alpha_{ij}^2/(\varepsilon_{ii}\mu_{jj})$ among them was 0.88. Of the unstable samples, 1154 violated a pair bound or had a diagonal coefficient that was not positive, while 1763 passed all nine. Condition (25) classified every sample correctly.

Stability with the sources holding $\mathbf E$ and $\mathbf H$ requires $\alpha_{ij}^2<\varepsilon_{ii}\mu_{jj}$ for every pair of axes, but the complete condition is that $\varepsilon$ and $\mu$ are positive definite and $\sigma<1$. It remains to find when the vacuum parts may be removed to give a tighter bound, and to see what the limits mean for a film under a gate voltage.

Numbers in the example were calculated in double precision.
